**Kane energy, band slope and effective mass with a nonlocal potential**

For $H=p^2/2+V_{\rm loc}+V_{\rm nl}$ in Hartree units, the program tests the velocity $v_x=p_x+i[V_{\rm nl},x]$, the Kane energy $E_P=2\sum_j|\langle j|v_x|S\rangle|^2$ and the mass sum rule $1/m^*=1+W+2\sum_m|\langle m|v_x|S\rangle|^2/(E_S-E_m)$. Here $S$ is the s-like state, $j$ runs over the p-like triplet, $m$ over all other states, and $W$ is the expectation value of $-[x,[x,V_{\rm nl}]]$. The program asserts that finite differences of the energies agree with the velocity to $10^{-6}$ and with the complete mass sum to $10^{-5}$, in atomic units, and that $E_P$ from eigenvector mixing agrees with the velocity formula to a relative $10^{-3}$. It also asserts that bare momentum suffices for a purely local potential, that it fails with the nonlocal one, and that its error changes sign when the projector strengths do. In the main case bare momentum gives $E_P=0.2588$ Ha, while the full velocity and the mixing both give 0.1979 Ha. The inverse mass from the energies is 3.259; the complete sum gives the same value, the sum without $W$ gives 3.397, and the bare-momentum sum gives 4.257.

## Numerical verification

```python
"""Kane energy and effective mass with a nonlocal potential (Hartree units).

Result under test, for H = p^2/2 + V_loc + V_nl:
  velocity      v = p + i[V_nl, x]
  band slope    dE/dk = <n|v|n>
  Kane energy   Ep = 2 sum_j |<S|v|j>|^2, j over the p-like triplet
  inverse mass  1/m = 1 + W + 2 sum_m |<m|v|n>|^2/(E_n-E_m)
  with          W = -<n|[x,[x,V_nl]]|n>
The crystal is simple cubic with one site per cell. V_nl has Gaussian
s and p projectors with strengths d_s and d_p. H uses their closed-form
Fourier transforms; commutators use numerical real-space moments.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LATTICE = 10.0
VOLUME = LATTICE**3
G_UNIT = 2 * np.pi / LATTICE
WIDTH = 1.5
LOCAL = {1: -0.01, 2: -0.01, 4: 0.04}   # keyed by squared integer G
S_BAND = 4                              # zero-based band index
TRIPLET = slice(1, 4)
# The five-point second derivative has error step^4 E''''''/90, which
# grows steeply as the gap closes; this step keeps it below tolerance.
STEP = 0.0005
COARSE_STEP = 0.002
MIXING_STEP = 0.0003


def plane_waves(cutoff):
    m = int(np.sqrt(cutoff)) + 1
    r = np.arange(-m, m + 1)
    n = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    return n[(n**2).sum(axis=1) <= cutoff]


def local_matrix(n):
    d2 = ((n[:, None, :] - n[None, :, :])**2).sum(axis=2)
    v = np.zeros(d2.shape)
    for key, value in LOCAL.items():
        v[d2 == key] = value
    return v


def hamiltonian(k, n, v_local, d_s, d_p):
    q = G_UNIT * n + k
    q2 = (q**2).sum(axis=1)
    f = np.sqrt(8) * np.pi**0.75 * WIDTH**1.5 * np.exp(-q2 * WIDTH**2 / 2)
    nonlocal_part = np.outer(f, f) / VOLUME * (
        d_s + 2 * WIDTH**2 * d_p * (q @ q.T))
    return np.diag(q2 / 2) + v_local + nonlocal_part


def projector_moments(q, power):
    """Overlaps of x**power times each projector with plane waves."""
    t = np.linspace(-10 * WIDTH, 10 * WIDTH, 241)
    dt = t[1] - t[0]
    gauss = np.exp(-t**2 / (2 * WIDTH**2)) / (np.pi**0.25 * WIDTH**0.5)

    def line(component, degree):
        waves = np.exp(1j * np.outer(t, q[:, component]))
        return (t**degree * gauss) @ waves * dt

    rows = []
    for a, b, c in [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]:
        scale = 1.0 if a + b + c == 0 else np.sqrt(2) / WIDTH
        rows.append(scale * line(0, a + power) * line(1, b) * line(2, c))
    return np.array(rows) / np.sqrt(VOLUME)


def operators(k, n, d_s, d_p):
    """Bare momentum, full velocity, minus double commutator, V_nl."""
    q = G_UNIT * n + k
    strength = np.array([d_s, d_p, d_p, d_p])[:, None]
    b0, b1, b2 = [projector_moments(q, j) for j in range(3)]

    def pair(left, right):
        return left.conj().T @ (strength * right)

    momentum = np.diag(q[:, 0]).astype(complex)
    velocity = momentum + 1j * (pair(b0, b1) - pair(b1, b0))
    curvature = -(pair(b2, b0) - 2 * pair(b1, b1) + pair(b0, b2))
    return momentum, velocity, curvature, pair(b0, b0)


def analyse(k, d_s, d_p, cutoff=10, step=STEP):
    k = np.array(k, dtype=float)
    n = plane_waves(cutoff)
    v_local = local_matrix(n)

    def solve(shift):
        point = k + np.array([shift, 0.0, 0.0])
        return np.linalg.eigh(hamiltonian(point, n, v_local, d_s, d_p))

    energy, states = solve(0.0)
    em2, em1, e0, ep1, ep2 = [
        solve(j * step)[0][S_BAND] for j in (-2, -1, 0, 1, 2)]
    p, v, w, v_nl = operators(k, n, d_s, d_p)
    closed = (hamiltonian(k, n, v_local, d_s, d_p)
              - hamiltonian(k, n, v_local, 0.0, 0.0))
    assert np.allclose(closed, v_nl, atol=1e-11)
    s = states[:, S_BAND]
    p_el = states.conj().T @ p @ s
    v_el = states.conj().T @ v @ s
    others = np.arange(len(energy)) != S_BAND
    gaps = energy[S_BAND] - energy[others]
    mixed = solve(MIXING_STEP)[1][:, S_BAND]
    weight = np.sum(abs(states[:, TRIPLET].conj().T @ mixed)**2)
    gap = energy[S_BAND] - energy[2]
    return {
        "size": len(n), "energy": energy, "gap": gap,
        "slope": (em2 - 8 * em1 + 8 * ep1 - ep2) / (12 * step),
        "slope_p": p_el[S_BAND].real, "slope_v": v_el[S_BAND].real,
        "mass": (-em2 + 16*em1 - 30*e0 + 16*ep1 - ep2) / (12 * step**2),
        "W": (s.conj() @ w @ s).real,
        "sum_p": 2 * np.sum(abs(p_el[others])**2 / gaps),
        "sum_v": 2 * np.sum(abs(v_el[others])**2 / gaps),
        "Ep_p": 2 * np.sum(abs(p_el[TRIPLET])**2),
        "Ep_v": 2 * np.sum(abs(v_el[TRIPLET])**2),
        "Ep_mix": 2 * weight * gap**2 / MIXING_STEP**2,
    }


def mass_discrepancy(case):
    return case["mass"] - (1 + case["W"] + case["sum_v"])


D_S, D_P = 0.05, -0.05
D_S_REV, D_P_REV = -0.01, 0.01
GAMMA = (0.0, 0.0, 0.0)
K_GENERAL = (0.05, 0.03, 0.01)
g = analyse(GAMMA, D_S, D_P)
q = analyse(K_GENERAL, D_S, D_P)
large = analyse(GAMMA, D_S, D_P, cutoff=18)
reverse = analyse(GAMMA, D_S_REV, D_P_REV)
coarse = analyse(GAMMA, D_S_REV, D_P_REV, step=COARSE_STEP)
only_s = analyse(GAMMA, D_S, 0.0)
only_p = analyse(GAMMA, 0.0, D_P)
local_g = analyse(GAMMA, 0.0, 0.0)
local_q = analyse(K_GENERAL, 0.0, 0.0)

# The selected states are a triplet and a separate singlet coupled to it.
for case in (g, large, reverse, only_s, only_p, local_g):
    e = case["energy"]
    assert np.ptp(e[TRIPLET]) < 1e-10
    assert e[1] - e[0] > 0.01 and e[4] - e[3] > 0.005
    assert e[5] - e[4] > 0.005
    assert case["Ep_v"] > 0.05

# Slopes, masses and eigenvector mixing against the operator formulas.
for name, case in [("main, Gamma", g), ("main, general k", q),
                   ("reversed signs", reverse), ("local, Gamma", local_g),
                   ("local, general k", local_q)]:
    assert abs(case["slope"] - case["slope_v"]) < 1e-6, name
    assert abs(mass_discrepancy(case)) < 1e-5, (
        name, mass_discrepancy(case))
for case in (g, reverse, only_s, only_p, local_g):
    assert abs(case["Ep_mix"] / case["Ep_v"] - 1) < 1e-3

# Bare momentum works for the local control and fails with V_nl.
for case in (local_g, local_q):
    assert abs(case["slope"] - case["slope_p"]) < 1e-6
    assert abs(case["mass"] - 1 - case["sum_p"]) < 1e-5
assert abs(q["slope"] - q["slope_p"]) > 1e-3
assert abs(g["mass"] - 1 - g["sum_p"]) > 0.1
assert abs(g["mass"] - 1 - g["sum_v"]) > 0.03
assert abs(g["Ep_mix"] / g["Ep_p"] - 1) > 0.03

# Repulsive s and attractive p projectors, together or alone, oppose the
# momentum element; reversed signs add to it.
for case in (g, only_s, only_p):
    assert case["Ep_p"] > case["Ep_v"]
    assert case["Ep_p"] > case["Ep_mix"]
assert reverse["Ep_p"] < reverse["Ep_v"]
assert reverse["Ep_p"] < reverse["Ep_mix"]

# Convergence with the plane-wave set.
assert abs(large["Ep_v"] / g["Ep_v"] - 1) < 1e-3
assert abs(large["gap"] / g["gap"] - 1) < 1e-3


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUT")
show("lattice constant", LATTICE, "bohr", 1)
show("projector width", WIDTH, "bohr", 1)
for key, value in LOCAL.items():
    show(f"local coefficient, squared integer G = {key}", value, "Ha", 3)
show("s projector strength", D_S, "Ha", 3)
show("p projector strength", D_P, "Ha", 3)
print("plane waves:", g["size"], "; larger set:", large["size"])
print("STATES AT GAMMA")
show("lowest level", g["energy"][0], "Ha")
show("p-like triplet", g["energy"][2], "Ha")
show("s-like singlet S", g["energy"][S_BAND], "Ha")
show("next level above S", g["energy"][5], "Ha")
show("gap Eg", g["gap"], "Ha")
print("KANE ENERGY")
show("Ep from bare p", g["Ep_p"], "Ha")
show("Ep from full v", g["Ep_v"], "Ha")
show("Ep from eigenvector mixing", g["Ep_mix"], "Ha")
show("Ep from bare p, converted", g["Ep_p"] * HARTREE_EV, "eV", 3)
show("Ep from full v, converted", g["Ep_v"] * HARTREE_EV, "eV", 3)
show("bare Ep / full Ep", g["Ep_p"] / g["Ep_v"], "", 4)
show("same ratio, s projector alone", only_s["Ep_p"] / only_s["Ep_v"],
     "", 4)
show("same ratio, p projectors alone", only_p["Ep_p"] / only_p["Ep_v"],
     "", 4)
print(f"relative change of full Ep in larger set: "
      f"{large['Ep_v'] / g['Ep_v'] - 1:.2e}")
print("SLOPE OF S BAND AT k =", K_GENERAL, "1/bohr")
show("dE/dk_x from energies", q["slope"], "a.u.")
show("expectation of full v_x", q["slope_v"], "a.u.")
show("expectation of bare p_x", q["slope_p"], "a.u.")
print("INVERSE MASS OF S AT GAMMA (units of 1/electron mass)")
show("from energies", g["mass"])
show("complete: 1 + W + sum with v", 1 + g["W"] + g["sum_v"])
show("incomplete: 1 + sum with v", 1 + g["sum_v"])
show("incomplete: 1 + sum with p", 1 + g["sum_p"])
show("W", g["W"])
show("triplet term Ep/Eg with v", g["Ep_v"] / g["gap"])
show("remote terms with v", g["sum_v"] - g["Ep_v"] / g["gap"])
show("effective mass from energies", 1 / g["mass"], "electron masses")
show("effective mass, incomplete p sum", 1 / (1 + g["sum_p"]),
     "electron masses")
show("Ep suggested by one-pole mass fit",
     g["gap"] * (g["mass"] - 1), "Ha")
print("REVERSED PROJECTOR SIGNS")
show("s projector strength", D_S_REV, "Ha", 3)
show("p projector strength", D_P_REV, "Ha", 3)
show("gap Eg", reverse["gap"], "Ha")
show("Ep from bare p", reverse["Ep_p"], "Ha")
show("Ep from full v", reverse["Ep_v"], "Ha")
for step, case in [(COARSE_STEP, coarse), (STEP, reverse)]:
    print(f"inverse-mass discrepancy, step {step} 1/bohr: "
          f"{mass_discrepancy(case):.2e}")
print("LOCAL CONTROL")
show("inverse mass from energies", local_g["mass"])
show("inverse mass, 1 + sum with p", 1 + local_g["sum_p"])
print("checks complete")
```

Running it gives:

```
INPUT
lattice constant: 10.0 bohr
projector width: 1.5 bohr
local coefficient, squared integer G = 1: -0.010 Ha
local coefficient, squared integer G = 2: -0.010 Ha
local coefficient, squared integer G = 4: 0.040 Ha
s projector strength: 0.050 Ha
p projector strength: -0.050 Ha
plane waves: 147 ; larger set: 341
STATES AT GAMMA
lowest level: -0.007246 Ha
p-like triplet: 0.129673 Ha
s-like singlet S: 0.208333 Ha
next level above S: 0.244715 Ha
gap Eg: 0.078660 Ha
KANE ENERGY
Ep from bare p: 0.258793 Ha
Ep from full v: 0.197888 Ha
Ep from eigenvector mixing: 0.197883 Ha
Ep from bare p, converted: 7.042 eV
Ep from full v, converted: 5.385 eV
bare Ep / full Ep: 1.3078
same ratio, s projector alone: 1.1009
same ratio, p projectors alone: 1.1552
relative change of full Ep in larger set: 1.67e-06
SLOPE OF S BAND AT k = (0.05, 0.03, 0.01) 1/bohr
dE/dk_x from energies: 0.116255 a.u.
expectation of full v_x: 0.116255 a.u.
expectation of bare p_x: 0.140003 a.u.
INVERSE MASS OF S AT GAMMA (units of 1/electron mass)
from energies: 3.258716
complete: 1 + W + sum with v: 3.258716
incomplete: 1 + sum with v: 3.396769
incomplete: 1 + sum with p: 4.257414
W: -0.138053
triplet term Ep/Eg with v: 2.515730
remote terms with v: -0.118962
effective mass from energies: 0.306869 electron masses
effective mass, incomplete p sum: 0.234884 electron masses
Ep suggested by one-pole mass fit: 0.177671 Ha
REVERSED PROJECTOR SIGNS
s projector strength: -0.010 Ha
p projector strength: 0.010 Ha
gap Eg: 0.037796 Ha
Ep from bare p: 0.259148 Ha
Ep from full v: 0.270472 Ha
inverse-mass discrepancy, step 0.002 1/bohr: -2.63e-05
inverse-mass discrepancy, step 0.0005 1/bohr: -1.07e-07
LOCAL CONTROL
inverse mass from energies: 6.861269
inverse mass, 1 + sum with p: 6.861269
checks complete
```
